# Why a band gap read along symmetry lines can be too large

**Question.** A band structure is usually drawn along lines that join the high-symmetry points of the Brillouin zone. Why can the gap read from such a drawing exceed the true gap, even when the lines are sampled very finely? Can a periodic band be written down whose minimum lies away from all of them?

**Answer.** The drawing searches only part of the zone. Let $E_c(\mathbf k)$ be the lowest conduction band, $E_v(\mathbf k)$ the highest valence band, and $L$ the set of plotted lines. Every point of $L$ belongs to the zone, so

$$
\min_L E_c\ge\min E_c,\qquad \max_L E_v\le\max E_v .
$$

Subtracting the second inequality from the first gives

$$
\min_L E_c-\max_L E_v\ \ge\ \min E_c-\max E_v .
$$

The excess is the sum of two non-negative errors, one for each band edge. It vanishes if and only if $L$ contains a minimum of $E_c$ and a maximum of $E_v$. The line gap can therefore be too large, but never too small, for the given bands.

## What symmetry does and does not fix

Take a square lattice of constant $a$ with mirror lines and a fourfold axis. The lines are $\Gamma$–X ($k_y=0$), X–M ($k_x=\pi/a$) and $\Gamma$–M ($k_x=k_y$). On $\Gamma$–X the mirror gives $E(k_x,k_y)=E(k_x,-k_y)$. For a smooth, nondegenerate band the derivative across the line then vanishes. The other two lines are mirror lines as well, with the same consequence.

A minimum along a line is thus stationary in the whole plane. Its nature depends on the curvature across the line. At Γ and M the fourfold axis makes the curvature the same in all directions; elsewhere on the lines symmetry leaves the sign of the transverse curvature open. If that curvature is negative, the apparent valley is a saddle, and the energy falls as one steps off the line.

## A band with its minimum at a general point

Atomic units are used in the algebra. Define

$$
u=\cos k_xa,\quad v=\cos k_ya,\quad s=u+v,\quad p=uv .
$$

The functions $s$ and $p$ are periodic and have the full symmetry of the square. Choose a target point with cosines $u_0\ne v_0$, both strictly between $-1$ and $1$, set $s_0=u_0+v_0$ and $p_0=u_0v_0$, and take

$$
E_c=E_0+A(s-s_0)^2+B(p-p_0)^2,\qquad A,B>0 .
$$

The minimum $E_0$ requires $s=s_0$ and $p=p_0$. Two numbers with given sum and product are the roots of $x^2-s_0x+p_0=0$, so $\{u,v\}=\{u_0,v_0\}$. Two signs of $k_x$, two of $k_y$ and the exchange of the components give eight equivalent minima, none of them on $L$.

This band comes from a finite-range lattice Hamiltonian. With $u^2=\tfrac12(1+\cos2k_xa)$, and likewise for $v^2$,

$$
(s-s_0)^2=1+\tfrac12(\cos2k_xa+\cos2k_ya)+2uv-2s_0(u+v)+s_0^2,
$$

$$
(p-p_0)^2=\tfrac14(1+\cos2k_xa)(1+\cos2k_ya)-2p_0uv+p_0^2 .
$$

Write $E_c=\sum_{\mathbf R}t_{\mathbf R}e^{i\mathbf k\cdot\mathbf R a}$, with $\mathbf R$ in lattice constants. A single cosine is shared by two vectors $\mathbf R$, and a product of two cosines by four. Hence

$$
t_{10}=-As_0,\quad t_{11}=\frac{A-Bp_0}{2},\quad t_{20}=\frac A4+\frac B8,\quad t_{22}=\frac B{16},
$$

with the same values for symmetry-related vectors. The on-site term is $t_{00}=E_0+A(1+s_0^2)+B(\tfrac14+p_0^2)$.

## How far the line reading lies above the minimum

**Γ–X.** Here $v=1$. Put $X=s-s_0=u+1-s_0$ and $Y=p-p_0=u-p_0$. Their difference does not depend on $u$:

$$
X-Y=1-s_0+p_0=(1-u_0)(1-v_0)\equiv c>0 .
$$

The two squares therefore cannot vanish together. Since $dX/du=dY/du=1$, minimizing $AX^2+BY^2$ gives $AX+BY=0$, and so

$$
X=\frac{Bc}{A+B},\quad Y=-\frac{Ac}{A+B},\quad
\Delta_{\Gamma X}=\frac{AB^2c^2+BA^2c^2}{(A+B)^2}=\frac{AB\,c^2}{A+B}.
$$

The minimum is at $u_*=p_0+Y$. The formula holds if $|u_*|\le1$; otherwise the line minimum is at an end of the segment.

For the curvature across the line, $\partial v/\partial k_y=0$ and $\partial^2v/\partial k_y^2=-a^2$ at $k_y=0$. Therefore

$$
\frac{\partial^2E_c}{\partial k_y^2}=-a^2(2AX+2BYu_*)
=-\frac{2a^2ABc(1-u_*)}{A+B},
$$

which is negative for $|u_*|<1$. The curvature along the line is $2a^2(A+B)(1-u_*^2)>0$, so the point is a saddle.

**X–M.** Here $u=-1$, $X=v-1-s_0$ and $Y=-v-p_0$. Now the sum is fixed, $X+Y=-c'$ with $c'=(1+u_0)(1+v_0)$, and the minimum condition is $AX=BY$. This gives $X=-Bc'/(A+B)$, $Y=-Ac'/(A+B)$ and

$$
\Delta_{XM}=\frac{AB\,c'^2}{A+B},\qquad v_*=1+s_0+X,
$$

again if $|v_*|\le1$. At $k_x=\pi/a$, $\partial^2u/\partial k_x^2=+a^2$, so the curvature across is $a^2(2AX+2BYv_*)=-2a^2ABc'(1+v_*)/(A+B)$, also negative for an interior point.

**Γ–M.** With $u=v$ the height is $A(2u-s_0)^2+B(u^2-p_0)^2$. Setting its derivative to zero and dividing by 4 gives

$$
Bu^3+(2A-Bp_0)u-As_0=0 .
$$

For $p_0<0$, as below, the left side increases with $u$, and there is one real root. At an interior minimum on this line both $\partial E_c/\partial u$ and $\partial E_c/\partial v$ vanish, since they are equal and their sum is zero. The curvature across is then $a^2(1-u^2)(E_{uu}-E_{uv})$, where subscripts denote derivatives. With $E_{uu}=2A+2Bu^2$ and $E_{uv}=2A+2Bu^2+2B(u^2-p_0)$, it equals $-2Ba^2(1-u^2)(u^2-p_0)<0$.

All three apparent valleys are saddles for the parameters used next.

## Numbers

Let $E_0=5.6$ eV, $A=0.3$ eV, $B=0.9$ eV and $a=5.1$ angstrom. Put the valley at $(2/15,1/3)$ in units of $2\pi/a$, so that $u_0=0.6691$, $v_0=-0.5$, $s_0=0.1691$ and $p_0=-0.3346$. Then $AB/(A+B)=0.225$ eV, and

$$
\Delta_{\Gamma X}=0.225\,(0.3309\times1.5)^2=0.0554\ \text{eV},
$$

$$
\Delta_{XM}=0.225\,(1.6691\times0.5)^2=0.157\ \text{eV}.
$$

On Γ–M the cubic gives $u=0.0561$ and a height of 0.104 eV. The lowest line minimum is therefore on Γ–X. Its curvature is 49.3 eV angstrom² along the line and −8.5 eV angstrom² across it. A plot along the line shows only the first of these.

For the valence band take $E_v=-W(2-s)$ with $W=0.15$ eV, whose maximum, zero, is at Γ and thus on the lines. The whole error comes from the conduction edge: the true gap is 5.600 eV (0.2058 hartree), and the line gap is 5.655 eV (0.2078 hartree). Diagonalizing the real-space Hamiltonian on a periodic $30\times30$ lattice, which contains the chosen wavevector, gave eight lowest levels at $E_0$.

**When the excess disappears.** Let the valley approach Γ–X, so that $q=k_{y0}a\to0$ at fixed $u_0\ne\pm1$. Then $1-v_0\simeq q^2/2$, and

$$
\Delta_{\Gamma X}\simeq\frac{AB}{A+B}\,\frac{(1-u_0)^2q^4}{4}.
$$

In this model the error falls as the fourth power of the distance from the line. With the valley moved to $(2/15,0)$, a line scan returned an excess of $2\times10^{-9}$ eV.

**The direct gap.** The smallest vertical separation can be missed too. Completing the square in $E_c-E_v$ gives

$$
A(s-s_0)^2-Ws=A(s-s_1)^2-Ws_0-\frac{W^2}{4A},\qquad s_1=s_0+\frac W{2A}=0.4191 .
$$

The true direct gap is $E_0+2W-Ws_0-W^2/(4A)=5.856$ eV, at the general point $(0.0957,0.3165)$. This holds because $x^2-s_1x+p_0=0$ has distinct roots inside $(-1,1)$. Replacing $s_0$ by $s_1$ in $\Delta_{\Gamma X}$ gives the line excess, $0.225(1-0.4191-0.3346)^2=0.014$ eV.

## What the error does to offsets and carriers

The offset of the conduction edge from that of a second material is the valence-edge offset plus the difference of the two gaps. With the valence offset and the other gap fixed, the line reading raises it by 0.055 eV. At 300 K, $k_BT=0.02585$ eV. For nondegenerate electrons, with the Fermi level fixed relative to the valence edge and the effective density of states unchanged, the line edge underestimates the electron density by a factor $e^{0.0554/0.02585}=8.5$. For the intrinsic density, which varies as $e^{-E_g/2k_BT}$ at fixed effective densities, the factor is 2.9. This second factor is only formal here: with a gap of 5.6 eV the intrinsic density at 300 K is immeasurably small, and carriers in a real insulator come from other sources, such as defects, doping, injection or light.

The valley's density-of-states mass follows from the Hessian $2A\,\mathbf g\mathbf g^T+2B\,\mathbf h\mathbf h^T$, with $\mathbf g=\nabla s$ and $\mathbf h=\nabla p$. Its determinant is $4AB(g_xh_y-g_yh_x)^2$, so

$$
m_d=\frac1{\sqrt{\det}}=\frac{1}{2a^2\sqrt{AB}\,|\sin k_{x0}a\,\sin k_{y0}a\,(u_0-v_0)|}.
$$

This is 0.375 electron masses; the principal masses are 0.278 and 0.505. Eight parabolic valleys give an effective sheet density of $3.24\times10^{13}$ cm⁻² at 300 K, while the full band gives $3.68\times10^{13}$ cm⁻², 14% more than the parabolic value. At 10 K the difference is 0.3%.

## How to find the true edge

More points on the same lines cannot remove this error; the search must leave them. A descent from a saddle finds a nearby valley; to be sure of the lowest one, the search must cover the plane, or one symmetry-reduced wedge of it. On a uniform mesh with phase spacing $h=2\pi/N$, some mesh point lies within $h/\sqrt2$ of the minimum. The curvature with respect to phase in any direction $\mathbf n$ is at most $\sum|t_{\mathbf R}|(\mathbf n\cdot\mathbf R)^2$, which fourfold symmetry reduces to $\tfrac12\sum|t_{\mathbf R}||\mathbf R|^2$. Since the slope vanishes at the minimum,

$$
\delta E\le\frac12\left(\frac12\sum_{\mathbf R}|t_{\mathbf R}||\mathbf R|^2\right)\frac{h^2}{2}
=\frac{h^2}{8}\sum_{\mathbf R}|t_{\mathbf R}||\mathbf R|^2 .
$$

For $N=40$ the bound is 0.023 eV and the actual error 0.0023 eV. Convergence need not be monotonic: the error is 0.015 eV for $N=6$ but 0.039 eV for $N=10$, because the coarser mesh happens to contain $(1/6,1/3)$, close to the valley. A local minimization can then refine the best mesh point. A positive curvature across a line would show only that a valley is local, not that it is the lowest.

## The model beside hafnia

The gap and lattice constant are rough values for hafnia. The band parameters and valley position are chosen, so neither the masses nor the 0.055 eV excess is a prediction for that material. Real hafnia is three-dimensional and has several conduction bands. A capacitor film also breaks the assumption of a rigid lattice without a field. At 1 MV/cm, roughly the scale of switching fields in ferroelectric hafnia, the potential drops by 0.051 eV across one model cell, and the localization energy $(F^2/2m)^{1/3}$, with $F$ the force on the electron, is 0.11 eV for the light mass. This is only a rough scale, since it exceeds the height of the saddle beside the valley, where the parabolic mass no longer applies. With rough oxide dielectric constants and phonon energy, the three-dimensional weak-coupling formula lowers the electron edge by about 0.1 eV through lattice polarization. For carriers confined to a plane the parabolic estimate is larger by $\pi/2$, and since the phonon energy of 0.07 eV exceeds the saddle height, the parabolic mass is unreliable here too. For the heavier model hole the three-dimensional formula gives about 0.25 eV more, but with a coupling near 3.5 and a polaron radius of about one cell, at the limit of a weak-coupling continuum formula. The three-dimensional hydrogenic formula with electronic screening alone gives an exciton binding of order 0.2 eV; carriers confined to a plane with the same $1/r$ attraction would be bound four times as strongly. The Bohr radius, 7.6 angstrom in three dimensions and half that in the plane, is comparable with the cell, so these too are only rough scales. Lattice screening would reduce that binding, which lowers the optical onset and not the gap for separate carriers. These scales are comparable with the line error or larger, so 5.600 eV is not a device gap. A shift common to the valley and the saddle would leave their separation unchanged, but the shifts need not be common: with the saddle less than one phonon energy above the valley, polarization can change the separation by as much as the excess itself. Band-to-band tunnelling is negligible: for a triangular barrier and the light mass, the exponent $4\sqrt{2m}\,E_g^{3/2}/(3F)$ is about 480 at 1 MV/cm and, falling as $1/F$, still about 100 at 5 MV/cm. That says nothing about leakage through defects. The remaining values are in the numerical output.

## Calculated quantities

```
inputs E0, A, B, W: 5.6, 0.3, 0.9, 0.15 eV
lattice constant: 5.1 angstrom
valley fractions of 2pi/a: 0.1333, 0.3333
valley cosines u0, v0: 0.6691, -0.5000
s0, p0: 0.1691, -0.3346
matrix element t(0, 0): 6.23432 eV
matrix element t(1, 0): -0.05074 eV
matrix element t(1, 1): 0.30055 eV
matrix element t(2, 0): 0.18750 eV
matrix element t(2, 2): 0.05625 eV
equivalent valleys from diagonalization: 8
conduction band width: 3.014 eV
Gamma-X minimum above true edge: 0.05542 eV
  cosine at this minimum: -0.4586
  curvature along line: 49.293 eV angstrom^2
  curvature across: -8.473 eV angstrom^2
X-M minimum above true edge: 0.15671 eV
  cosine at this minimum: 0.5432
  curvature along line: 44.004 eV angstrom^2
  curvature across: -15.074 eV angstrom^2
Gamma-M minimum above true edge: 0.10362 eV
  cosine at this minimum: 0.0561
  curvature along line: 47.169 eV angstrom^2
  curvature across: -15.761 eV angstrom^2
true gap: 5.60000 eV = 0.205796 hartree
line gap: 5.65542 eV = 0.207833 hartree
line-gap excess: 0.05542 eV
control excess, valley on a line: 1.8e-09 eV
true direct gap: 5.85588 eV
line direct gap: 5.86953 eV
direct-gap excess: 0.01365 eV
direct-gap point, fractions of 2pi/a: 0.0957, 0.3165
valley masses: 0.2778, 0.5052 electron masses
valley density mass: 0.3747 electron masses
hole mass at Gamma: 1.9531 electron masses
6x6 mesh error, bound: 0.01502, 1.01539 eV
10x10 mesh error, bound: 0.03928, 0.36554 eV
20x20 mesh error, bound: 0.00869, 0.09139 eV
40x40 mesh error, bound: 0.00228, 0.02285 eV
thermal energy at 300 K: 0.02585 eV
Boltzmann factor of the excess: 8.532
intrinsic-density factor: 2.921
effective density, full zone: 3.679e+13 cm^-2
effective density, parabolic: 3.237e+13 cm^-2
full/parabolic at 10 K: 1.0033
full/parabolic at 300 K: 1.1365
field used for sizing: 1.0 MV/cm
field drop over one cell: 0.0510 eV
field localization energy, light mass: 0.1111 eV
Zener exponent, light-mass estimate: 477
rough eps_inf, eps_static: 4.5, 25.0
rough optical phonon energy: 0.07 eV
polaron coupling, shift size: 1.55, 0.109 eV
hydrogenic exciton binding size: 0.211 eV
```
